# The Classical Nucleation Barrier for Condensation from Supersaturated Vapour, part 2

A liquid drop forms in a vapour of temperature $T$, partial pressure $p$ and supersaturation $S=p/p_{\rm sat}>1$, where $p_{\rm sat}$ is the saturation pressure over flat liquid at $T$. The total gas pressure is $P$, and $k$ is the Boltzmann constant. The liquid has surface tension $\gamma$ and volume $v$ per molecule. A drop of radius $r$ has area $A$ and contains $n=4\pi r^3/(3v)$ molecules, with $n$ treated as continuous. Its work of formation $W$, measured from the uniform vapour without a drop, is

$$
W(r)=4\pi\gamma r^2-\frac{4\pi}{3}\frac{\Delta\mu}{v}\,r^3. \tag{14}
$$

Here $\Delta\mu=kT\ln S-v(P-p_{\rm sat})$ is the driving energy per molecule. Assumption A5 drops the pressure term, so that $\Delta\mu=kT\ln S$. Assumption A2 takes the liquid as incompressible, with bulk properties inside the drop. Assumption A3 takes the drop as a sphere at rest with a sharp surface and the flat-surface value of $\gamma$ at every radius, and leaves out the free energy of its translation and rotation. A2 and A3 together are the capillarity approximation.

A star marks values at the maximum of $W$, where

$$
\left.\frac{d^2W}{dr^2}\right|_{r^*}=8\pi\gamma-8\pi\frac{\Delta\mu}{v}r^*
=8\pi\gamma-16\pi\gamma=-8\pi\gamma<0. \tag{17}
$$

$$
W^*=4\pi\gamma r^{*2}-\frac{4\pi}{3}\,\frac{2\gamma}{r^*}\,r^{*3}
=4\pi\gamma r^{*2}\left(1-\frac23\right)=\frac{4\pi}{3}\gamma r^{*2}. \tag{18}
$$

$$
r^*=\frac{2\gamma v}{\Delta\mu},\qquad
W^*=\frac{4\pi}{3}\gamma r^{*2}=\frac{16\pi\gamma^3v^2}{3\Delta\mu^2}. \tag{22}
$$

Under A5 the barrier is

$$
W^*=\frac{16\pi\gamma^3v^2}{3\,(kT\ln S)^2}. \tag{1}
$$

The theorem is that, at fixed $T$, $\gamma$ and $v$, the barrier varies as $(\ln S)^{-2}$. The corollary to be proved now states that, under the same conditions and with the external-pressure term neglected,

$$
\frac{d(W^*/kT)}{d\ln S}=-n^*,\qquad
n^*=\frac{32\pi\gamma^3v^2}{3\Delta\mu^3}. \tag{23}
$$

**Proof.** The critical size follows from (22):

$$
n^*=\frac{4\pi}{3v}\,\frac{8\gamma^3v^3}{\Delta\mu^3}
=\frac{32\pi\gamma^3v^2}{3\Delta\mu^3}. \tag{24}
$$

Differentiating $W^*$ in (22) gives $dW^*/d\Delta\mu=-32\pi\gamma^3v^2/(3\Delta\mu^3)=-n^*$. Since $d\Delta\mu=kT\,d\ln S$, division by $kT$ gives (23). $\square$

There is a direct reason for this result. When $\Delta\mu$ rises, each of the $n^*$ molecules contributes more to the bulk gain. The critical size shifts as well, but $W$ is stationary there, so the shift has no first-order effect. Comparing (24) with (22) also gives $W^*=n^*\Delta\mu/2$, which is used below.

The Boltzmann factor $e^{-W^*/kT}$ weights the fluctuations that reach the critical size. By (23), its logarithm increases with $\ln S$ at the rate $n^*$. This factor is not itself a nucleation rate. A rate per unit volume also needs the number density of vapour molecules, the frequency with which they join critical drops, and a kinetic factor that allows for drops near the critical size shrinking again.

### Worked example: lead vapour at 1000 K

Consider lead vapour carried from a hot source into a zone at 1000 K, where the condensate is liquid. Rough typical inputs are $\gamma=0.40$ J/m², a liquid density of 10.2 g/cm³ and $p_{\rm sat}=0.012$ Torr. The supersaturation is chosen as $S=20$, so $p=20\times0.012=0.24$ Torr. More digits are kept below than the inputs deserve, so that the arithmetic can be followed.

With the molar mass 207.2 g/mol and the Avogadro constant, the atomic volume is

$$
v=\frac{207.2}{10.2\times6.022\times10^{23}}\ {\rm cm^3}=0.03373\ {\rm nm^3}.
$$

The thermal energy is $kT=0.08617$ eV and $\ln20=2.9957$. Hence $\Delta\mu=0.08617\times2.9957=0.258$ eV. One J/m² is 6.2415 eV/nm², so the critical radius is

$$
r^*=\frac{2\times(0.40\times6.2415)\times0.03373}{0.2582}\ {\rm nm}
=0.652\ {\rm nm}.
$$

The barrier is

$$
W^*=\frac{4\pi}{3}(0.40\times6.2415)(0.6524)^2\ {\rm eV}
=4.45\ {\rm eV}.
$$

This is about $52\,kT$. The surface costs 13.36 eV and the bulk returns 8.90 eV, in the ratio 3 to 2 required by (18). The critical drop contains $n^*=34.5$ atoms. When the size is restricted to whole numbers, the highest work occurs at 34 atoms, with 35 atoms lower by only about $2\times10^{-5}$ eV, so treating $n$ as continuous does little harm here.

At the same temperature and with the same liquid properties, other supersaturations give:

| $S$ | $r^*$ (nm) | $n^*$ | $W^*$ (eV) |
|---|---|---|---|
| 10 | 0.85 | 76 | 7.54 |
| 20 | 0.65 | 34 | 4.45 |
| 50 | 0.50 | 15 | 2.61 |
| 100 | 0.42 | 9.5 | 1.88 |

From $S=10$ to $S=100$ the logarithm doubles. The barrier falls by a factor of 4 and the critical size by a factor of 8, as (22) and (24) require. The maximum of $W(r)$ was also located numerically for these four cases, without use of the barrier formula. A straight-line fit of $\ln W^*$ against $\ln(\ln S)$ gave the slope $-2.000$.

Doubling $S$ from 20 to 40 at fixed temperature lowers the barrier from 4.45 to 2.94 eV. The Boltzmann factor rises by

$$
\exp\left(\frac{4.4517-2.9359}{0.08617}\right)\simeq4\times10^7.
$$

The local law (23) should not be extended over the whole interval with $n^*=34.5$: that would give $2^{34.5}$, about $2\times10^{10}$. The critical size shrinks as $S$ rises, and the response weakens with it.

### Remark 8: cooling is not a fixed-temperature experiment

Supersaturation is often produced by cooling a vapour. Then $T$ and $\gamma$ change together with $S$, and the exponent along the path differs from $-2$. Let $p$ be fixed, and let $h$ be the enthalpy of vaporization per molecule.

Along the saturation line the chemical potentials of vapour and liquid remain equal, so their changes are equal. For each phase, $d\mu=-s\,dT+v_{\rm m}\,dp$, with $s$ and $v_{\rm m}$ the entropy and volume per molecule. The entropy difference between the phases is $h/T$. The volume difference is close to the vapour's own volume, $kT/p_{\rm sat}$. Therefore

$$
\frac{dp_{\rm sat}}{dT}=\frac{h/T}{kT/p_{\rm sat}},\qquad
\frac{d\ln p_{\rm sat}}{dT}=\frac{h}{kT^2}. \tag{25}
$$

Write $L=\ln S=\ln p-\ln p_{\rm sat}$. At fixed $p$, $dL/dT=-h/(kT^2)$. Multiplying by $T/L$ gives $d\ln L/d\ln T=-h/(kTL)$, or

$$
\frac{d\ln T}{d\ln L}=-\varepsilon,\qquad \varepsilon=\frac{kT\ln S}{h}. \tag{26}
$$

With $v$ constant, (1) gives $\ln W^*=\text{constant}+3\ln\gamma-2\ln T-2\ln L$. Let $b=d\ln\gamma/d\ln T$. Then

$$
\frac{d\ln W^*}{d\ln L}=-2-\varepsilon(3b-2)=-2+\varepsilon(2-3b). \tag{27}
$$

For lead, take the rough values $h=1.9$ eV per atom and $d\gamma/dT=-1.2\times10^{-4}$ J/(m² K). Then $\varepsilon=0.2582/1.9=0.136$ and $b=-1.2\times10^{-4}\times1000/0.40=-0.30$. The local exponent is $-2+0.136\times2.9=-1.61$. This holds $v$ constant. The liquid contracts on cooling, which adds $-2\varepsilon\,d\ln v/d\ln T$ to (27); with $d\ln v/d\ln T\approx0.13$ for lead at 1000 K, the exponent is about $-1.64$. Cooling lowers $T$ and raises $\gamma$, and both changes oppose part of the fall in the barrier. An exponent measured along such a path would not contradict the theorem, which holds $T$ and $\gamma$ fixed.

### Remark 9: surface tension of a small drop

A drop 0.65 nm in radius is only a few atoms across, so A3 is doubtful. To size the effect, replace $\gamma$ by $\gamma(1-2\delta/r)$, where the length $\delta$ describes how surface tension depends on curvature. The surface term in (14) then acquires the addition $-8\pi\gamma\delta r$.

Put $r=r^*+u$ and expand the original work to second order with (17):

$$
W_\delta\simeq W^*-4\pi\gamma u^2-8\pi\gamma\delta(r^*+u). \tag{28}
$$

The maximum is at $u=-\delta$. Its height is $W^*-8\pi\gamma\delta r^*+4\pi\gamma\delta^2$. Dividing the change by $W^*=4\pi\gamma r^{*2}/3$,

$$
\frac{\Delta W^*}{W^*}\simeq-\frac{6\delta}{r^*}+\frac{3\delta^2}{r^{*2}}. \tag{29}
$$

The value of $\delta$ for lead is not supplied here. For an assumed $\delta=\pm0.05$ nm, the first term is $\mp46$ % and the second adds about 2 %. Maximizing the modified work in full gives 2.49 eV for positive $\delta$ and 6.57 eV for negative $\delta$. Relative to 4.45 eV, these are changes of $-44$ % and $+48$ %. A length much smaller than an atom thus alters the barrier by nearly half. The term linear in $\delta/r^*$ also spoils the pure inverse-square law, because $1/r^*$ is proportional to $\ln S$.

### Remark 10: a flat wall

Let the drop sit on a flat wall as a cap of a sphere of radius $R$, with contact angle $\theta$ measured through the liquid. Write $c=\cos\theta$. The cap's volume is

$$
\int_{Rc}^{R}\pi(R^2-z^2)\,dz
=\frac{\pi R^3}{3}(2-3c+c^3). \tag{30}
$$

Its curved area is $2\pi R^2(1-c)$ and its base area is $\pi R^2(1-c^2)$. Balance of forces along the wall at the edge of the drop (Young's relation) says that replacing dry wall by wetted wall changes the surface energy by $-\gamma c$ per unit area. The total surface cost is therefore

$$
\gamma\pi R^2\left[2(1-c)-c(1-c^2)\right]=\gamma\pi R^2(2-3c+c^3). \tag{31}
$$

Compared with a full sphere of radius $R$, both volume and surface cost are multiplied by

$$
\phi=\frac{2-3c+c^3}{4}=\frac{(2+c)(1-c)^2}{4}. \tag{32}
$$

The work is thus $\phi W(R)$. The critical radius is unchanged and the barrier becomes $\phi W^*$. At fixed $\theta$, and if the edge of the drop carries no energy of its own, the inverse-square law survives. For a drop of a few tens of atoms such an edge energy may matter. The factor tends to 1 for a liquid that does not wet the wall and to 0 for complete wetting. For an assumed angle of 120°, $c=-0.5$ and $\phi=1.5\times1.5^2/4=0.84$, which lowers the barrier to 3.76 eV.

### Remark 11: compression of the liquid

The excess pressure in the critical drop is $\Pi=2\gamma/r^*=1.2$ GPa. Let the liquid have bulk modulus $K$, and let its volume per atom shrink from $v$ to $v-w$. For small $w$, the elastic cost per atom is $Kw^2/(2v)$ and the surface energy saved is $\Pi w$. Their sum, $Kw^2/(2v)-\Pi w$, is lowest at $w=\Pi v/K$, where it equals $-\Pi^2v/(2K)$. For $n^*$ atoms, using $\Pi v=\Delta\mu$ and $n^*\Delta\mu=2W^*$,

$$
\Delta W^*\simeq-\frac{n^*v\Pi^2}{2K}=-\frac{\Pi}{K}W^*. \tag{33}
$$

The shift of the critical size does not enter at this order, because $W$ is stationary there. With a rough $K=30$ GPa, the barrier falls by 4 %. The drop relaxes at fixed temperature, so $K$ is the isothermal modulus. For liquid lead at 1000 K, 30 GPa is close to the adiabatic modulus obtained from the speed of sound; the isothermal one is nearer 22 GPa, for which (33) gives a fall of 5 to 6 %.

### Remark 12: the single atom as reference

A sphere of volume $nv$ has area $(36\pi)^{1/3}(nv)^{2/3}$. The capillary formula therefore assigns to a single atom the work

$$
W(1)=\gamma(36\pi)^{1/3}v^{2/3}-\Delta\mu, \tag{34}
$$

which is 1.00 eV here. Yet a single atom is simply part of the vapour. If the number density of drops of size $n$ is written as that of the vapour atoms times $e^{-W(n)/kT}$, consistency at $n=1$ requires $W(1)=0$. One remedy is to subtract $W(1)$ from the whole curve. This lowers the barrier to 3.45 eV, about 23 % below the original value. It also adds a constant and a term linear in $\ln S$, so the pure inverse-square form is lost. The subtraction repairs one end of the curve; it does not show that the capillary formula is right at the other.

### Remark 13: the model beside a real transport zone

The example uses rough properties of liquid lead at 1000 K, and $S=20$ is a chosen value, not one measured in a transport zone. A carrier gas at a total pressure of 760 Torr would raise the barrier by about 0.02 % through the term dropped in A5, which is negligible. A real zone has walls and temperature gradients. A wall with the assumed contact angle lowers the barrier by 16 %, and better wetting lowers it further. Cooling changes the exponent as in Remark 8. Among the corrections evaluated numerically in Remarks 9 to 13, the largest comes from the assumed curvature dependence of the surface tension, nearly 50 % in either direction. A well-wetted wall would lower the barrier by more, since (32) tends to zero for complete wetting. The free energy of the drop's translation and rotation, left out in A3, has not been estimated here and need not be small. For these conditions, 4.5 eV is therefore the value given by the capillarity approximation, not a prediction of the real barrier. The numerical output gives the inputs and the separate corrections.

## Numbers as computed

```
ROUGH LEAD INPUTS AND CHOSEN CONDITIONS
Temperature: 1000 K
Surface tension: 0.40 J/m^2
Liquid density: 10.2 g/cm^3
Molar mass: 207.2 g/mol
Saturation pressure: 0.012 Torr
Main supersaturation S: 20 (no unit)
Vapour pressure: 0.24 Torr
DERIVED INPUTS
1 J/m^2 = 6.2415 eV/nm^2
Atomic volume in liquid: 0.03373 nm^3
Thermal energy kT: 0.08617 eV
ln S: 2.9957 (no unit)
Driving energy per atom: 0.2582 eV
MAIN RESULT
Critical radius: 0.6524 nm
Critical size: 34.49 atoms
Highest integer drop size: 34 atoms
Surface work: 13.3550 eV
Bulk work: -8.9033 eV
Barrier: 4.4517 eV = 51.66 kT
FIXED-TEMPERATURE TABLE
S | ln S | r*/nm | n*/atoms | W*/eV | W*(ln S)^2/eV
10 | 2.3026 | 0.8488 | 75.95 | 7.5352 | 39.9511
20 | 2.9957 | 0.6524 | 34.49 | 4.4517 | 39.9511
50 | 3.9120 | 0.4996 | 15.49 | 2.6105 | 39.9511
100 | 4.6052 | 0.4244 | 9.49 | 1.8838 | 39.9511
Fitted exponent in ln S: -2.000000 (no unit)
Barrier at doubled S: 2.9359 eV
Boltzmann-factor gain on doubling S: 4.357e+07 (no unit)
NEGLECTED EFFECTS AT MAIN S
Assumed curvature length magnitude: 0.05 nm
Barrier for positive curvature length: 2.4877 eV
Barrier for negative curvature length: 6.5734 eV
Relative change, positive: -44.12 %
Relative change, negative: 47.66 %
Assumed wall contact angle: 120 degrees
Wall barrier factor: 0.84375 (no unit)
Wall barrier: 3.7561 eV
Laplace pressure: 1.2262 GPa
Rough liquid bulk modulus: 30 GPa
Compression change of barrier: -4.07 %
Total pressure with carrier gas: 760 Torr
External-pressure change of barrier: 0.01653 %
Capillary work W(1): 1.0023 eV
Barrier after subtracting W(1): 3.4494 eV
COOLING AT FIXED VAPOUR PRESSURE
Rough vaporization enthalpy: 1.9 eV/atom
Rough surface-tension slope: -1.20e-04 J/(m^2 K)
epsilon = kT ln S/h: 0.1359 (no unit)
b = d ln gamma/d ln T: -0.3000 (no unit)
Local cooling exponent: -1.6060 (no unit)
```
